# Why closed subshells have only exchange terms in their Gaunt and Breit energies, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two 1s electrons

Put two electrons in the 1s orbital of a one-electron Dirac atom, one with spin up and one with spin down. Let \(\xi_m\), \(m=\pm\frac12\), be the two unit spinors, \(\hat r=\vec r/r\), and \(\sigma_r=\vec\sigma\cdot\hat r\). The orbitals are

\[
\psi_m=\frac{1}{r\sqrt{4\pi}}\begin{pmatrix}P\,\xi_m\\-iQ\,\sigma_r\xi_m\end{pmatrix},
\]

with real radial functions \(P(r)\) and \(Q(r)\). This form is derived in part 4. In Dirac theory the velocity operator is \(c\vec\alpha\), so the probability flux is \(c\,\psi^\dagger\vec\alpha\psi\). We drop the factor \(c\) and call

\[
\vec j_m=\psi_m^\dagger\vec\alpha\,\psi_m,\qquad
\vec\alpha=\begin{pmatrix}0&\vec\sigma\\\vec\sigma&0\end{pmatrix}
\]

the current. Since \(\vec\alpha\) couples the upper to the lower components, there are two products:

\[
\vec j_m=\frac{1}{4\pi r^2}\left[-iPQ\,\xi_m^\dagger\vec\sigma\sigma_r\xi_m+iPQ\,\xi_m^\dagger\sigma_r\vec\sigma\xi_m\right].
\]

The second has the opposite sign because \(-i\) is conjugated when the lower component stands on the left. From \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) we find

\[
\vec\sigma\sigma_r=\hat r+i\,\hat r\times\vec\sigma,\qquad
\sigma_r\vec\sigma=\hat r-i\,\hat r\times\vec\sigma. \tag{1}
\]

The radial terms cancel and the others add, with the factor \(-i\cdot 2i=2\):

\[
\vec j_m=\frac{PQ}{2\pi r^2}\,\hat r\times\left(\xi_m^\dagger\vec\sigma\xi_m\right).
\]

For spin up the bracket is \(+\hat z\), for spin down \(-\hat z\). Because \(\hat r\times\hat z=-\sin\theta\,\hat\varphi\),

\[
\vec j_{\uparrow}=-\frac{PQ}{2\pi r^2}\sin\theta\,\hat\varphi,\qquad \vec j_\downarrow=-\vec j_\uparrow .
\]

Each electron circulates around the \(z\) axis, and the two circulate in opposite senses with equal strength at every point. The charge densities add, but the currents cancel. A magnetic interaction that sees the summed current therefore finds nothing, although each electron separately carries a current.

For nuclear charge 80 at \(r=0.0125\) bohr, the numerical values are \(P=6.4447\) and \(Q=-2.0765\) bohr\(^{-1/2}\). On the equator the spin-up current is

\[
j_\varphi=\frac{6.4447\times2.0765}{2\pi(0.0125)^2}\approx1.363\times10^4\ \text{bohr}^{-3},
\]

and the spin-down current is its negative.

## 2. Hamiltonian and magnetic interactions

We use Hartree atomic units, so \(c=1/\alpha\), where \(\alpha\) without an arrow is the fine-structure constant. The no-pair Hamiltonian is

\[
H=\Lambda_+\left[\sum_i h_D(i)+\sum_{i<j}\left(\frac1{r_{ij}}+g_{ij}\right)\right]\Lambda_+ .
\]

Here \(h_D\) is the one-electron Dirac Hamiltonian and \(\Lambda_+\) projects every electron onto a chosen space of positive-energy orbitals. We evaluate \(H\) for one determinant whose orbitals all lie in that space. The projectors then leave the determinant unchanged and drop out of its expectation value.

With \(\vec R=\vec r_1-\vec r_2\) and \(r_{12}=|\vec R|\), the magnetic interaction is one of

\[
g_G=-\frac{\vec\alpha_1\cdot\vec\alpha_2}{r_{12}},\qquad
g_B=-\frac12\left[\frac{\vec\alpha_1\cdot\vec\alpha_2}{r_{12}}+\frac{(\vec\alpha_1\cdot\vec R)(\vec\alpha_2\cdot\vec R)}{r_{12}^3}\right].
\]

The first is the Gaunt interaction. The second is the Breit interaction at zero frequency: the exchanged photon is taken to carry no energy. Both have the form

\[
g=-\alpha_{1i}K_{ij}\alpha_{2j}, \tag{2}
\]

\[
K^G_{ij}=\frac{\delta_{ij}}{r_{12}},\qquad
K^B_{ij}=\frac12\left(\frac{\delta_{ij}}{r_{12}}+\frac{R_iR_j}{r_{12}^3}\right),
\]

with summation over repeated Cartesian indices. The kernel \(K\) depends on positions alone, and this is the property needed to separate the currents of the two electrons.

## 3. Direct and exchange parts

Let \(a,b\) run over the occupied orthonormal orbitals, and define

\[
\langle ab|g|cd\rangle=\iint\psi_a^\dagger(1)\psi_b^\dagger(2)\,g\,\psi_c(1)\psi_d(2)\,d^3r_1d^3r_2 .
\]

In the expectation value of \(g_{12}\), the electrons other than 1 and 2 are integrated out by orthonormality. The permutations on the two sides of the determinant can then differ only by leaving electrons 1 and 2 in place or by interchanging them. The interchange carries a minus sign. Summing over electron pairs gives

\[
E_{\rm mag}=\frac12\sum_{ab}\left(\langle ab|g|ab\rangle-\langle ab|g|ba\rangle\right). \tag{3}
\]

Terms with \(a=b\) may be included because their two parts cancel. This harmless inclusion matters for the meaning of the word "exchange", as part 11 shows.

Define the transition current \(\vec j_{ab}=\psi_a^\dagger\vec\alpha\psi_b\) and the summed current \(\vec J=\sum_a\vec j_{aa}\). Inserting (2) into the direct part gives

\[
E_{\rm dir}=-\frac12\sum_{ab}\iint j_{aa,i}(1)K_{ij}\,j_{bb,j}(2)
=-\frac12\iint J_i(1)K_{ij}J_j(2), \tag{4}
\]

where the volume elements are understood. In the exchange part, electron 1 goes from \(b\) to \(a\) and electron 2 from \(a\) to \(b\). The minus sign in (3) meets the minus sign in (2):

\[
E_{\rm ex}=+\frac12\sum_{ab}\iint j_{ab,i}(1)K_{ij}\,j_{ba,j}(2). \tag{5}
\]

A unitary mixing of the occupied orbitals leaves \(\sum_a\psi_a(\vec r)\psi_a^\dagger(\vec r\,')\) unchanged. Both total sums depend on the orbitals through this matrix alone, so the division into (4) and (5) does not depend on the choice of orbitals within the occupied space. The individual integrals do depend on it.

By (4), it is sufficient for the vanishing of the direct energy that \(\vec J(\vec r)=0\) at every point.

## 4. The orbitals of a subshell

In a central potential \(v(r)\), a subshell is labelled by its radial functions and by \(\kappa\), where \(\kappa=-(l+1)\) for \(j=l+\frac12\) and \(\kappa=l\) for \(j=l-\frac12\). Here \(l\) belongs to the upper components. It contains the \(2j+1\) orbitals

\[
\psi_{\kappa m}=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},\qquad
\chi_{-\kappa m}=-\sigma_r\chi_{\kappa m}. \tag{6}
\]

The spinor \(\chi_{\kappa m}\) is the normalized combination of spherical harmonics and spin with given \(l,j,m\). The operator \(\sigma_r\) commutes with the total angular momentum, changes parity, and satisfies \(\sigma_r^2=1\). It therefore turns \(\chi_{\kappa m}\) into the normalized spinor with the same \(j,m\) and the other value of \(l\). The minus sign in (6) fixes its phase.

The radial functions can be chosen real. To see this, multiply \(\vec\sigma\cdot\vec p\) by \(\sigma_r^2=1\) and use the product rule for Pauli matrices:

\[
\vec\sigma\cdot\vec p=\sigma_r\left(-i\frac{\partial}{\partial r}+\frac{i}{r}\vec\sigma\cdot\vec L\right).
\]

Since \(\vec\sigma\cdot\vec L=j(j+1)-l(l+1)-\frac34=-(\kappa+1)\) on \(\chi_{\kappa m}\),

\[
\vec\sigma\cdot\vec p\,\frac Pr\chi_{\kappa m}
=-i\sigma_r\chi_{\kappa m}\left(\frac d{dr}+\frac{\kappa+1}r\right)\frac Pr
=\frac ir\chi_{-\kappa m}\left(P'+\frac\kappa rP\right).
\]

The same formula with \(\kappa\to-\kappa\) serves for the lower components. With \(\varepsilon\) measured from the rest energy \(c^2\), the Dirac equation becomes

\[
c\left(P'+\frac\kappa rP\right)=(\varepsilon+2c^2-v)Q,\qquad
c\left(-Q'+\frac\kappa rQ\right)=(\varepsilon-v)P. \tag{7}
\]

All coefficients are real. A bound solution, unique up to a constant factor, can thus be taken with both \(P\) and \(Q\) real.

## 5. The current of a filled subshell

Insert (6) into \(\psi^\dagger\vec\alpha\psi\). The two products of upper and lower components give, as in part 1,

\[
\vec j_{\kappa m}=-\frac{iPQ}{r^2}\chi_{\kappa m}^\dagger(\vec\sigma\sigma_r-\sigma_r\vec\sigma)\chi_{\kappa m}
=\frac{2PQ}{r^2}\,\chi_{\kappa m}^\dagger(\hat r\times\vec\sigma)\chi_{\kappa m}. \tag{8}
\]

Summation over \(m\) requires the \(2\times2\) matrix

\[
M(\hat r)=\sum_m\chi_{\kappa m}(\hat r)\chi_{\kappa m}^\dagger(\hat r).
\]

A rotation mixes the \(2j+1\) spinors by a unitary matrix, which drops out of this sum. Hence \(M\) can depend on direction only through a rotationally invariant combination of \(\hat r\) and \(\vec\sigma\), which means \(M=A+B\sigma_r\) with constants \(A,B\). Under \(\hat r\to-\hat r\) each spinor acquires \((-1)^l\), so \(M\) is unchanged, whereas \(\sigma_r\) changes sign. Thus \(B=0\). Taking the trace and integrating over all directions gives \(2j+1=8\pi A\), and

\[
\sum_m\chi_{\kappa m}\chi_{\kappa m}^\dagger=\frac{2j+1}{8\pi}\,\mathbf 1. \tag{9}
\]

The summed current follows from (8) and (9):

\[
\sum_m\vec j_{\kappa m}=\frac{2PQ}{r^2}\,\frac{2j+1}{8\pi}\,\mathrm{tr}\left(\hat r\times\vec\sigma\right)=0, \tag{10}
\]

because each Pauli matrix has zero trace. A filled subshell has no net spin direction at any point, so no sense of circulation is preferred.

Two separate facts enter. The tangential part vanishes through the sum over \(m\). The radial part has already vanished in (8) for each orbital, because \(P\) and \(Q\) are real. To see the role of reality, keep \(P\) real but let \(Q\) be complex. The two products then carry \(-iPQ\) and \(+iPQ^*\), and with \(\mathrm{tr}(\vec\sigma\sigma_r)=2\hat r\) the sum is

\[
\sum_m\vec j_{\kappa m}=\frac{2j+1}{4\pi r^2}\left(-iPQ+iPQ^*\right)\hat r
=\frac{2j+1}{2\pi r^2}P\,\mathrm{Im}\,Q\;\hat r .
\]

This would be a net flow through every sphere on which \(P\,\mathrm{Im}\,Q\neq0\). A stationary bound state cannot have it: conservation makes the flux independent of \(r\), and it must vanish at infinity.

## 6. The same result without spherical symmetry

Spherical symmetry is convenient but not necessary. Time reversal acts on a four-component orbital as

\[
T\psi=\Theta\psi^*,\qquad \Theta=-i\begin{pmatrix}\sigma_y&0\\0&\sigma_y\end{pmatrix}.
\]

The identity \(\sigma_y\sigma_i\sigma_y=-\sigma_i^*\) gives \(\Theta^\dagger\vec\alpha\Theta=-\vec\alpha^*\). Therefore

\[
(T\psi)^\dagger\vec\alpha(T\psi)=(\psi^*)^\dagger\Theta^\dagger\vec\alpha\Theta\psi^*
=-\left(\psi^\dagger\vec\alpha\psi\right)^*=-\psi^\dagger\vec\alpha\psi. \tag{11}
\]

The last step uses that \(\vec\alpha\) is Hermitian, so the current is real. The orbitals \(\psi\) and \(T\psi\) form a Kramers pair, and the current of a filled pair is zero at every point. A determinant made of filled Kramers pairs thus has \(\vec J=0\), in a molecule as well as in an atom.

Together with (4), this proves the central statement:

\[
\vec J(\vec r)=0\quad\Longrightarrow\quad E_{\rm dir}=0,\qquad E_{\rm mag}=E_{\rm ex}, \tag{12}
\]

for the Gaunt and the Breit interaction alike.

## 7. Where the cancellation applies and where it ends

An electron in an orbital \(w\) outside the closed shells has the direct interaction \(-\iint j_{ww,i}(1)K_{ij}J_j(2)\) with them. This is zero too. In a mean-field equation, closed shells therefore contribute no direct magnetic potential, though they still contribute an exchange operator.

If one electron is removed from a filled subshell, the remaining current is minus that of the missing orbital, and \(\vec J\) need not vanish. Two electrons in open shells can have a true direct magnetic interaction. A magnetic field or a spin-polarized mean field can also break the pairing used in (11).

Correlation is a further limit. Matrix elements that excite two electrons from \(a,b\) to \(p,q\) contain the transition currents \(\vec j_{ap}\) and \(\vec j_{bq}\). They are not sums over a filled shell at one point, and (10) does not remove them. The statement (12) concerns the energy of one determinant.

# Second half: the exchange energy that remains

## 8. Symbols and results carried over

The orbitals have real radial functions \(P,Q\) as in (6). The transition current is \(\vec j_{ab}=\psi_a^\dagger\vec\alpha\psi_b\), and the interaction is \(g=-\alpha_{1i}K_{ij}\alpha_{2j}\), with \(K^G_{ij}=\delta_{ij}/r_{12}\) for Gaunt and \(K^B_{ij}=\frac12(\delta_{ij}/r_{12}+R_iR_j/r_{12}^3)\) for Breit. For filled subshells the summed current is zero, and the magnetic energy of the determinant is

\[
E_{\rm mag}=\frac12\sum_{ab}\iint j_{ab,i}(1)K_{ij}\,j_{ba,j}(2).
\]

We now evaluate this sum for filled \(s\) shells, where \(\kappa=-1\) and \(\chi_{-1,m}=\xi_m/\sqrt{4\pi}\). From here on \(a\) and \(b\) label shells, and the spin labels \(m,m'\) are written separately. The smaller and larger of \(r_1,r_2\) are \(r_<\) and \(r_>\).

The summed current of filled subshells or filled Kramers pairs vanishes at every point, so the direct magnetic energy of such a determinant is zero for both the Gaunt and the Breit interaction. What remains is the exchange energy, still to be evaluated for filled \(s\) shells.

Numerical values quoted here were computed with a short program.
